# Converging an aluminium 1s core hole in AlH3 by maximum overlap: a numerical check

```python
"""
Al 1s core ionisation of planar AlH3 by the maximum-overlap method (MOM).

Result under test: I = E_hole - E_neutral, where E_hole belongs to a stationary
unrestricted Hartree-Fock determinant with an empty spin-down Al 1s orbital.
MOM fills the n new orbitals with the largest projections
    p_j = sum_i (c_i_ref^T S c_j)^2
on the reference occupied orbitals. S: overlap matrix, h: one-electron matrix,
D: density matrix, F: Fock matrix, C: orbital coefficients, eps: orbital energy.
Internal quantities are in atomic units; printed energies are in eV.
"""
import itertools
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, expm
from pyscf import gto, scf, ao2mo, mp

EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
ALPHA = sc.fine_structure
Z_AL = 13
N_UP = 8
BOND_NM = 0.158


def exponents(name, l):
    return sorted({row[0] for shell in gto.basis.load(name, "Al")
                   if shell[0] == l for row in shell[1:]}, reverse=True)


def uncontracted_al(name, tight_d=()):
    basis = [[l, [x, 1.0]] for l in (0, 1) for x in exponents(name, l)]
    d_exponents = list(tight_d) + exponents("cc-pvtz", 2)
    return basis + [[2, [x, 1.0]] for x in d_exponents]


def make_molecule(al_basis, bond_nm, charge=0, spin=0):
    r = bond_nm / BOHR_NM
    atoms = [["Al", (0.0, 0.0, 0.0)]]
    for k in range(3):
        angle = 2 * np.pi * k / 3
        atoms.append(["H", (r * np.cos(angle), r * np.sin(angle), 0.0)])
    return gto.M(atom=atoms, unit="Bohr", charge=charge, spin=spin,
                 basis={"Al": al_basis, "H": "cc-pvdz"}, verbose=0)


def make_system(al_basis, bond_nm):
    mol = make_molecule(al_basis, bond_nm)
    S = mol.intor("int1e_ovlp")
    w, v = np.linalg.eigh(S)
    return SimpleNamespace(
        mol=mol, S=S, X=(v / np.sqrt(w)) @ v.T, S_half=(v * np.sqrt(w)) @ v.T,
        h=mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
        eri=mol.intor("int2e", aosym="s8"), enuc=mol.energy_nuc())


def neutral_scf(s, h):
    mf = scf.RHF(s.mol)
    mf.verbose = 0
    mf._eri = s.eri
    mf.get_hcore = lambda *args: h
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def energy_and_fock(s, h, D_up, D_down):
    J, K = scf.hf.dot_eri_dm(s.eri, np.array([D_up, D_down]), hermi=1)
    F = np.array([h + J[0] + J[1] - K[0], h + J[0] + J[1] - K[1]])
    E = 0.5 * np.sum(D_up * (h + F[0])) + 0.5 * np.sum(D_down * (h + F[1]))
    return E + s.enuc, F


def diis(focks, errors):
    m = len(focks)
    B = np.zeros((m + 1, m + 1))
    B[:m, :m] = [[np.dot(a, b) for b in errors] for a in errors]
    B[:m, :m] /= np.max(np.diag(B)[:m])
    B[m, :m] = B[:m, m] = 1.0
    rhs = np.zeros(m + 1)
    rhs[m] = 1.0
    weights = np.linalg.lstsq(B, rhs, rcond=None)[0][:m]
    return sum(c * f for c, f in zip(weights, focks))


def hole_scf(s, h, C0, rule="initial", core_filling=0.0, max_cycles=60):
    """rule: 'initial' or 'previous' (MOM reference), or 'aufbau'."""
    ref = [C0[:, :N_UP], C0[:, 1:N_UP]]
    core = C0[:, 0]

    def choose(F):
        eps, C, picked, proj = [], [], [], []
        for spin in (0, 1):
            e, c = eigh(F[spin], s.S)
            p = np.sum((ref[spin].T @ s.S @ c) ** 2, axis=0)
            n = ref[spin].shape[1]
            index = np.arange(n) if rule == "aufbau" else np.sort(np.argsort(-p)[:n])
            eps.append(e)
            C.append(c)
            picked.append(index)
            proj.append(p)
        rest = np.setdiff1d(np.arange(len(eps[1])), picked[1])
        hole_index = rest[np.argmax((core @ s.S @ C[1][:, rest]) ** 2)]
        return eps, C, picked, proj, hole_index

    occupied, hole = list(ref), core
    focks, errors, trace = [], [], []
    for cycle in range(1, max_cycles + 1):
        D = [occupied[0] @ occupied[0].T,
             occupied[1] @ occupied[1].T + core_filling * np.outer(hole, hole)]
        E, F_raw = energy_and_fock(s, h, D[0], D[1])
        trace.append(E)
        error = np.array([s.X @ (f @ d @ s.S - s.S @ d @ f) @ s.X
                          for f, d in zip(F_raw, D)])
        residual = np.abs(error).max()
        if residual < 1e-6:
            break
        focks = (focks + [F_raw])[-8:]
        errors = (errors + [error.ravel()])[-8:]
        eps, C, picked, proj, hole_index = choose(diis(focks, errors))
        occupied = [C[k][:, picked[k]] for k in (0, 1)]
        hole = C[1][:, hole_index]
        if rule == "previous":
            ref = list(occupied)
    eps, C, picked, proj, hole_index = choose(F_raw)
    return SimpleNamespace(
        E=E, D=D, eps=eps, C=C, picked=picked, proj=proj, hole=hole_index,
        cycles=cycle, residual=residual, trace=trace,
        core_population=core @ s.S @ D[1] @ s.S @ core)


def ionisation(s, h):
    mf = neutral_scf(s, h)
    ion = hole_scf(s, h, mf.mo_coeff)
    assert ion.residual < 1e-6 and ion.core_population < 0.1
    return mf, ion, (ion.E - mf.e_tot) * EV


def second_order_energy(s, spaces):
    """spaces: for each spin (C_occ, eps_occ, C_vir, eps_vir)."""
    total = 0.0
    for a, b in ((0, 0), (1, 1), (0, 1)):
        Co1, eo1, Cv1, ev1 = spaces[a]
        Co2, eo2, Cv2, ev2 = spaces[b]
        assert eo1.max() < ev1.min() and eo2.max() < ev2.min()
        g = ao2mo.kernel(s.eri, (Co1, Cv1, Co2, Cv2), compact=False)
        g = g.reshape(len(eo1), len(ev1), len(eo2), len(ev2))
        gap = (eo1[:, None, None, None] - ev1[None, :, None, None]
               + eo2[None, None, :, None] - ev2[None, None, None, :])
        if a == b:
            total += 0.5 * np.sum(g * (g - g.transpose(0, 3, 2, 1)) / gap)
        else:
            total += np.sum(g * g / gap)
    return total


# Main calculation: neutral molecule, MOM core hole, and energy-ordered filling.
main_basis = uncontracted_al("cc-pvtz", tight_d=(35.0, 7.0, 1.5))
system = make_system(main_basis, BOND_NM)
neutral, ion, I_scf = ionisation(system, system.h)
C0 = neutral.mo_coeff
ion_previous = hole_scf(system, system.h, C0, rule="previous")
collapsed = hole_scf(system, system.h, C0, rule="aufbau", max_cycles=40)
assert ion_previous.residual < 1e-6
assert abs(ion_previous.E - ion.E) < 1e-7
assert collapsed.core_population > 0.99
assert (collapsed.E - neutral.e_tot) * EV < 0.05 * I_scf

# Frozen-orbital energy from its density against the neutral orbital energy.
I_frozen = -neutral.mo_energy[0] * EV
assert abs((ion.trace[0] - neutral.e_tot) * EV - I_frozen) < 1e-4
relaxation = I_frozen - I_scf
assert relaxation > 0

# Separate library SCF, including its own overlap selection and DIIS.
ion_mol = make_molecule(main_basis, BOND_NM, charge=1, spin=1)
library = scf.UHF(ion_mol)
library.verbose = 0
library._eri = system.eri
library.conv_tol = 1e-10
start_occ = np.zeros((2, C0.shape[1]))
start_occ[0, :N_UP] = 1
start_occ[1, 1:N_UP] = 1
start_C = np.array([C0, C0])
start_D = library.make_rdm1(start_C, start_occ)
scf.addons.mom_occ(library, start_C, start_occ)
library.kernel(dm0=start_D)
assert library.converged and abs(library.e_tot - ion.E) < 1e-6
occ_up = ion.C[0][:, ion.picked[0]]
occ_down = ion.C[1][:, ion.picked[1]]
spin_square = 0.75 + (N_UP - 1) - np.sum((occ_up.T @ system.S @ occ_down) ** 2)
assert abs(spin_square - library.spin_square()[0]) < 1e-4

# MOM selection against a brute-force search for the nearest projector.
reference = system.S_half @ C0[:, 1:N_UP]
P_reference = reference @ reference.T
distances = {}
for subset in itertools.combinations(range(10), N_UP - 1):
    trial = system.S_half @ ion.C[1][:, list(subset)]
    distances[subset] = np.sum((P_reference - trial @ trial.T) ** 2)
nearest = min(distances, key=distances.get)
assert nearest == tuple(int(k) for k in ion.picked[1])
p_down = ion.proj[1]
assert abs(distances[nearest] - 2 * (N_UP - 1)
           + 2 * p_down[ion.picked[1]].sum()) < 1e-8
p_smallest_occupied = p_down[ion.picked[1]].min()
p_largest_empty = np.delete(p_down, ion.picked[1]).max()
assert p_smallest_occupied > p_largest_empty + 0.5

# Stationarity under finite rotations of low-lying orbitals of both spins.
rng = np.random.default_rng(4)
generator = rng.normal(size=(25, 25))
generator -= generator.T
generator /= np.linalg.norm(generator)


def rotated_energy(angle):
    densities = []
    for spin in (0, 1):
        C = ion.C[spin][:, :25] @ expm(angle * generator)
        selected = C[:, ion.picked[spin]]
        densities.append(selected @ selected.T)
    return energy_and_fock(system, system.h, *densities)[0]


step = 3e-4
slope_rotation = (rotated_energy(step) - rotated_energy(-step)) / (2 * step)
assert abs(slope_rotation) < 1e-4

# Energy as a function of the hole vector, evaluated directly from densities.
W = np.column_stack([ion.C[1][:, ion.hole], occ_down])
D_up = occ_up @ occ_up.T
D_full = W @ W.T
E_full, F_full = energy_and_fock(system, system.h, D_up, D_full)
F_hole = W.T @ F_full[1] @ W
for _ in range(4):
    vector = rng.normal(size=N_UP)
    vector /= np.linalg.norm(vector)
    removed = W @ vector
    direct = energy_and_fock(system, system.h, D_up,
                             D_full - np.outer(removed, removed))[0]
    assert abs(direct - (E_full - vector @ F_hole @ vector)) < 1e-7
assert np.abs(F_hole[0, 1:]).max() < 1e-4
drops = np.linalg.eigvalsh(F_hole[1:, 1:] - F_hole[0, 0] * np.eye(N_UP - 1)) * EV
descent_directions = int(np.sum(drops > 0))
assert descent_directions == N_UP - 1

# Total-energy difference against integration over fractional core occupation.
nodes, weights = np.polynomial.legendre.leggauss(3)
fillings = 0.5 * (nodes + 1)
core_levels = []
for filling in fillings:
    state = hole_scf(system, system.h, C0, core_filling=filling)
    assert state.residual < 1e-6
    core_levels.append(state.eps[1][state.hole] * EV)
I_integrated = -0.5 * np.dot(weights, core_levels)
# Three-point quadrature leaves a small error from curvature of the core level.
assert abs(I_integrated - I_scf) < 0.01
I_midpoint = -core_levels[1]

# Scalar relativity, with a one-electron Al ion as test of the X2C matrix.
h_relativistic = scf.RHF(system.mol).sfx2c1e().get_hcore()
I_relativistic = ionisation(system, h_relativistic)[2]
one_electron = gto.M(atom="Al 0 0 0", basis={"Al": main_basis},
                     charge=12, spin=1, verbose=0)
S_one = one_electron.intor("int1e_ovlp")
h_one = one_electron.intor("int1e_kin") + one_electron.intor("int1e_nuc")
h_one_rel = scf.UHF(one_electron).sfx2c1e().get_hcore()
shift_x2c = (eigh(h_one_rel, S_one)[0][0] - eigh(h_one, S_one)[0][0]) * EV
shift_dirac = ((np.sqrt(1 - (Z_AL * ALPHA) ** 2) - 1) / ALPHA ** 2
               + Z_AL ** 2 / 2) * EV
# The Gaussian exponents were made for neutral Al, not for this test ion.
assert abs(shift_x2c / shift_dirac - 1) < 0.05

# Second-order correlation; the core hole is excluded from the virtual space.
neutral_space = (C0[:, :N_UP], neutral.mo_energy[:N_UP],
                 C0[:, N_UP:], neutral.mo_energy[N_UP:])
corr_neutral = second_order_energy(system, [neutral_space, neutral_space])
corr_library = mp.MP2(neutral).kernel()[0]
assert abs(corr_neutral - corr_library) < 1e-6
ion_spaces = []
for spin in (0, 1):
    filled = ion.picked[spin]
    excluded = filled if spin == 0 else np.append(filled, ion.hole)
    virtual = np.setdiff1d(np.arange(C0.shape[1]), excluded)
    ion_spaces.append((ion.C[spin][:, filled], ion.eps[spin][filled],
                       ion.C[spin][:, virtual], ion.eps[spin][virtual]))
corr_ion = second_order_energy(system, ion_spaces)
correlation_shift = (corr_ion - corr_neutral) * EV

# Contact interaction of the neutral 1s pair, by radial quadrature.
log_r = np.linspace(np.log(1e-6), np.log(4.0), 4000)
radius = np.exp(log_r)
points = np.column_stack([0 * radius, 0 * radius, radius])
phi = system.mol.eval_gto("GTOval_sph", points) @ C0[:, 0]


def radial_integral(values):
    y = 4 * np.pi * radius ** 3 * values
    return np.sum(0.5 * (y[1:] + y[:-1]) * np.diff(log_r))


assert abs(radial_integral(phi ** 2) - 1) < 2e-3
contact = radial_integral(phi ** 4)
assert abs(contact / ((Z_AL - 5 / 16) ** 3 / (8 * np.pi)) - 1) < 0.05
mu_b = sc.physical_constants["Bohr magneton"][0]
a0 = sc.physical_constants["Bohr radius"][0]
magnetic_pair = 2 * sc.mu_0 * mu_b ** 2 * contact / a0 ** 3 / sc.e
darwin_pair = -np.pi * ALPHA ** 2 * contact * EV
assert abs(magnetic_pair + 2 * darwin_pair) < 1e-5
contact_shift = -(magnetic_pair + darwin_pair)
radiative_scale = (ALPHA * (Z_AL * ALPHA) ** 4 / np.pi
                   * sc.m_e * sc.c ** 2 / sc.e)

# Bond-length scan and basis changes.
scan_basis = uncontracted_al("cc-pvtz")
delta_nm = 0.003
scan_E, scan_I = [], []
for displacement in (-delta_nm, 0.0, delta_nm):
    s = make_system(scan_basis, BOND_NM + displacement)
    mf, _, value = ionisation(s, s.h)
    scan_E.append(mf.e_tot * EV)
    scan_I.append(value)
curvature = (scan_E[2] - 2 * scan_E[1] + scan_E[0]) / delta_nm ** 2
bond_minimum = BOND_NM - (scan_E[2] - scan_E[0]) / (2 * delta_nm * curvature)
assert curvature > 0 and abs(bond_minimum - BOND_NM) < 0.003
slope_I = (scan_I[2] - scan_I[0]) / (2 * delta_nm)
mass = 3 * (sc.m_p + sc.m_e)
omega = np.sqrt(curvature * sc.e / 1e-18 / mass)
amplitude_nm = np.sqrt(sc.hbar / (2 * mass * omega)) * 1e9
vibrational_sigma = abs(slope_I) * amplitude_nm
s = make_system("cc-pvtz", BOND_NM)
I_contracted = ionisation(s, s.h)[2]
s = make_system(uncontracted_al("cc-pvqz"), BOND_NM)
I_larger = ionisation(s, s.h)[2]
assert abs(I_larger - scan_I[1]) < abs(I_contracted - scan_I[1])


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Al-H bond length used", BOND_NM, "nm")
show("Al-H bond length at computed minimum", bond_minimum, "nm", 4)
print("Number of basis functions:", C0.shape[1])
show("Neutral Hartree-Fock energy", neutral.e_tot * EV, "eV")
show("Core-hole Hartree-Fock energy", ion.E * EV, "eV")
for name, state in (("MOM", ion), ("Energy-ordered filling", collapsed)):
    for k in (0, 1, 2, 4):
        show(f"{name}, cycle {k + 1}, energy above neutral",
             (state.trace[k] - neutral.e_tot) * EV, "eV")
    show(f"{name}, last energy above neutral",
         (state.E - neutral.e_tot) * EV, "eV")
    print(f"{name}, cycles run: {state.cycles}")
    print(f"{name}, last commutator residual: {state.residual * EV:.1e} eV")
    show(f"{name}, spin-down population of neutral 1s", state.core_population, "", 5)
print("MOM with previous-cycle reference, cycles run:", ion_previous.cycles)
show("Smallest projection among occupied down orbitals", p_smallest_occupied, "", 5)
show("Largest projection among empty down orbitals", p_largest_empty, "", 5)
show("Core-hole <S^2> in units of hbar^2", spin_square, "", 5)
print("Descent directions of the hole vector:", descent_directions)
show("Smallest energy drop on moving the hole", drops.min(), "eV", 2)
show("Largest energy drop on moving the hole", drops.max(), "eV", 2)
show("Frozen-orbital ionisation energy", I_frozen, "eV")
show("Relaxation energy", relaxation, "eV")
show("MAIN RESULT: SCF-difference ionisation energy", I_scf, "eV")
print(f"Main result converted: {I_scf * sc.e:.5e} J")
for filling, level in zip(fillings, core_levels):
    show(f"Core level at 1s down filling {filling:.4f}", level, "eV")
show("Ionisation energy from filling integral", I_integrated, "eV")
show("Midpoint (half-filled) estimate", I_midpoint, "eV")
show("Scalar-relativistic SCF-difference energy", I_relativistic, "eV")
show("Scalar-relativistic shift", I_relativistic - I_scf, "eV")
show("One-electron Al test shift, X2C", shift_x2c, "eV")
show("One-electron Al test shift, Dirac", shift_dirac, "eV")
show("Second-order correlation shift", correlation_shift, "eV")
show("Ionisation energy with X2C and correlation shift",
     I_relativistic + correlation_shift, "eV")
show("Magnetic contact energy of 1s pair", magnetic_pair, "eV")
show("Two-electron Darwin energy of 1s pair", darwin_pair, "eV")
show("Contact shift of ionisation energy", contact_shift, "eV")
show("Radiative energy scale", radiative_scale, "eV")
show("Contracted minus uncontracted basis result", I_contracted - scan_I[1], "eV")
show("Larger s,p set minus scan-basis result", I_larger - scan_I[1], "eV")
show("Tight-d effect on SCF difference", I_scf - scan_I[1], "eV", 4)
show("Slope of ionisation energy with bond length", slope_I, "eV/nm", 2)
show("Breathing-mode quantum", sc.hbar * omega / sc.e, "eV", 4)
show("Zero-point bond-length spread", amplitude_nm, "nm", 5)
show("Vibrational standard deviation of ionisation energy", vibrational_sigma, "eV")
print("ALL CHECKS PASSED")
```

Output:

```
Al-H bond length used: 0.158 nm
Al-H bond length at computed minimum: 0.1583 nm
Number of basis functions: 82
Neutral Hartree-Fock energy: -6629.876 eV
Core-hole Hartree-Fock energy: -5064.995 eV
MOM, cycle 1, energy above neutral: 1591.196 eV
MOM, cycle 2, energy above neutral: 1566.561 eV
MOM, cycle 3, energy above neutral: 1564.890 eV
MOM, cycle 5, energy above neutral: 1564.881 eV
MOM, last energy above neutral: 1564.881 eV
MOM, cycles run: 10
MOM, last commutator residual: 5.5e-06 eV
MOM, spin-down population of neutral 1s: 0.00001
Energy-ordered filling, cycle 1, energy above neutral: 1591.196 eV
Energy-ordered filling, cycle 2, energy above neutral: 48.392 eV
Energy-ordered filling, cycle 3, energy above neutral: 18.549 eV
Energy-ordered filling, cycle 5, energy above neutral: 11.046 eV
Energy-ordered filling, last energy above neutral: 10.694 eV
Energy-ordered filling, cycles run: 40
Energy-ordered filling, last commutator residual: 3.2e-04 eV
Energy-ordered filling, spin-down population of neutral 1s: 1.00000
MOM with previous-cycle reference, cycles run: 10
Smallest projection among occupied down orbitals: 0.96736
Largest projection among empty down orbitals: 0.01889
Core-hole <S^2> in units of hbar^2: 0.75404
Descent directions of the hole vector: 7
Smallest energy drop on moving the hole: 1428.05 eV
Largest energy drop on moving the hole: 1530.34 eV
Frozen-orbital ionisation energy: 1591.196 eV
Relaxation energy: 26.316 eV
MAIN RESULT: SCF-difference ionisation energy: 1564.881 eV
Main result converted: 2.50722e-16 J
Core level at 1s down filling 0.1127: -1544.570 eV
Core level at 1s down filling 0.5000: -1564.851 eV
Core level at 1s down filling 0.8873: -1585.238 eV
Ionisation energy from filling integral: 1564.881 eV
Midpoint (half-filled) estimate: 1564.851 eV
Scalar-relativistic SCF-difference energy: 1568.013 eV
Scalar-relativistic shift: 3.133 eV
One-electron Al test shift, X2C: -5.194 eV
One-electron Al test shift, Dirac: -5.197 eV
Second-order correlation shift: 1.091 eV
Ionisation energy with X2C and correlation shift: 1569.105 eV
Magnetic contact energy of 1s pair: 0.723 eV
Two-electron Darwin energy of 1s pair: -0.361 eV
Contact shift of ionisation energy: -0.361 eV
Radiative energy scale: 0.096 eV
Contracted minus uncontracted basis result: 5.620 eV
Larger s,p set minus scan-basis result: -0.096 eV
Tight-d effect on SCF difference: -0.0546 eV
Slope of ionisation energy with bond length: 55.68 eV/nm
Breathing-mode quantum: 0.2497 eV
Zero-point bond-length spread: 0.00526 nm
Vibrational standard deviation of ionisation energy: 0.293 eV
ALL CHECKS PASSED
```
